# Four Legendre representations and the Maxwell relations of chemical reactivity

## The situation

When a reagent approaches a molecule, two things happen to the molecule's electrons: their number may change, and the potential they move in changes. On an electrode held at a fixed potential the number is not controlled; the reservoir sets the chemical potential. In other problems the density itself is the natural thing to specify. Each choice of controlled variables has its own thermodynamic potential, and equality of mixed second derivatives then links responses that look unrelated. I start with a single level, where everything can be written down, and then let the potential vary from place to place.

## One level

A spinless level of energy $v$ exchanges electrons with a reservoir at temperature $T$ and chemical potential $\mu$. Its two states, empty and filled, have weights $1$ and $e^{-(v-\mu)/kT}$. With $u=v-\mu$,

$$\Omega=-kT\ln\left(1+e^{-u/kT}\right),\qquad N=\frac{1}{e^{u/kT}+1}=-\frac{\partial\Omega}{\partial\mu}.$$

Solving for $\mu$ gives $\mu=v+kT\ln[N/(1-N)]$. Since $1-N=1/(1+e^{-u/kT})$, also $\Omega=kT\ln(1-N)$. The function suited to fixed $N$ is

$$E=\Omega+\mu N=vN+kT[N\ln N+(1-N)\ln(1-N)].$$

This is energy minus $T$ times entropy, so at $T>0$ the symbol $E$ means a Helmholtz free energy, written as a function of the average number $N$. Its derivatives are $(\partial E/\partial N)_v=\mu$ and $(\partial E/\partial v)_N=N$. The hardness, defined here without a factor $1/2$, is

$$\eta=\left(\frac{\partial\mu}{\partial N}\right)_v=\frac{kT}{N(1-N)}.$$

It vanishes as $T\to0$ at fractional $N$, a limit that returns below. Removing the potential term leaves $F=E-vN$, with $dF/dN=\mu-v$.

A warning is already visible. If we set $m=\mu-v$, then $F-Nm=\Omega$ and its derivative with respect to $m$ is $-N$. But $F-N\mu=\Omega-vN$ has the $\mu$-derivative $-N-v\,\partial N/\partial\mu$ at fixed $v$. It is a proper Legendre transform in $\mu$ when $v=0$, not for a general zero of energy.

## Many positions: $\Omega[\mu,v]$ and $E[N,v]$

Now $v(\mathbf r)$ is the external potential energy of an electron, $n(\mathbf r)$ the density and $N=\int n\,d\mathbf r$. I write $\int nv$ for $\int n(\mathbf r)v(\mathbf r)\,d\mathbf r$. The temperature is fixed and positive, the positions form a finite set of sites with one orbital each (so every integral stands for a sum over sites, and a potential is its list of site values), and each density considered belongs to some potential.

Let $H_0$ be the kinetic plus repulsion operator, and $H_u=H_0+\int u\,\hat n$ with $u=v-\mu$. The equilibrium state is $\Gamma_u=e^{(\Omega[u]-H_u)/kT}$, normalized by $\Omega[u]=-kT\ln\mathrm{Tr}\,e^{-H_u/kT}$. For any other state $\Gamma$, with eigenvalues $g_a$ against $p_b$ for $\Gamma_u$,

$$\mathrm{Tr}\,\Gamma(\ln\Gamma-\ln\Gamma_u)=\sum_{ab}|\langle a|b\rangle|^2g_a\ln\frac{g_a}{p_b}\ \ge\ \sum_{ab}|\langle a|b\rangle|^2(g_a-p_b)=0,$$

because $x\ln(x/y)\ge x-y$, with equality at $x=y$. Inserting $\ln\Gamma_u=(\Omega[u]-H_u)/kT$ gives the Gibbs principle

$$\mathrm{Tr}\,\Gamma(H_u+kT\ln\Gamma)\ge\Omega[u],$$

with equality for $\Gamma=\Gamma_u$. Use $\Gamma_u$ as a trial state for another potential $w$:

$$\Omega[w]\le\Omega[u]+\int(w-u)\,n_u .\tag{1}$$

The inequality is strict for $w\neq u$. Equal states would require $\int(w-u)\hat n$ to be a constant operator; the vacuum makes that constant zero, and the one-electron states then make $w=u$.

Equation (1) says that $\Omega$ lies below each of its tangent planes, so it is strictly concave. Setting $w=u\pm\epsilon h$ with small $\epsilon$ bounds the slope from both sides, hence $\delta\Omega/\delta u=n$. With $\delta u=\delta v-d\mu$,

$$d\Omega=-N\,d\mu+\int n\,\delta v .\tag{2}$$

To control $N$ instead of $\mu$, put $E=\Omega+\mu N$. Then $dE=d\Omega+\mu\,dN+N\,d\mu$, the terms in $d\mu$ cancel, and

$$dE=\mu\,dN+\int n\,\delta v .\tag{3}$$

Here and below $N$ is the average number. The number still fluctuates, so at $T>0$, even for integer $N$, $E$ is in general not the canonical free energy $-kT\ln Z_N$, and a response "at fixed $N$" is not that of a closed system with exactly $N$ electrons. The exchange is allowed if $N$ rises strictly with $\mu$. Since $\hat N$ commutes with $H_v$, differentiating $\ln\mathrm{Tr}\,e^{-(H_v-\mu\hat N)/kT}$ twice gives the softness

$$S=\left(\frac{\partial N}{\partial\mu}\right)_v=\frac{\langle\hat N^2\rangle-\langle\hat N\rangle^2}{kT}>0,\qquad \eta=\frac1S .$$

For one level the variance is $N(1-N)$, which returns the earlier hardness.

The electronegativity is $-\mu$. Adding a constant to $v$ adds the same constant to $\mu$, so its value has meaning once the zero of $v$ is stated.

**A test system.** Take three sites in a row with hopping 1 eV, on-site repulsion 4 eV, neighbour repulsion 1 eV, $v=(-1,0,0.5)$ eV, $kT=0.5$ eV and $N=2.4$. Integrals become sums over sites. These are model parameters; the 64-state problem is diagonalized in full. The result is $\mu=1.625$ eV, $n=(1.021,0.618,0.761)$ and $E=-2.001$ eV, so

$$\Omega=-2.001-1.625\times2.4=-5.901\ \text{eV},$$

against the directly computed $-5.900$ eV, the difference being rounding. The middle site holds less charge than the last although its potential is lower.

## Maxwell relations of $E$ and $\Omega$

Assume continuous second derivatives. In (3), differentiating $\mu$ with respect to $v(\mathbf r)$ must equal differentiating $n(\mathbf r)$ with respect to $N$:

$$f(\mathbf r)\equiv\left(\frac{\partial n(\mathbf r)}{\partial N}\right)_v=\left(\frac{\delta\mu}{\delta v(\mathbf r)}\right)_N .\tag{4}$$

This is the Fukui function. It says how a small added amount of charge is distributed, and equally how strongly a local potential shifts the electronegativity. For a whole added electron the density change is the integral of $f$ over $N$, and $f$ can change along the way. Two derivatives with respect to $v$ give the symmetry of $(\delta n(\mathbf r)/\delta v(\mathbf r'))_N$.

In (2) the same argument gives the local softness,

$$s(\mathbf r)\equiv\left(\frac{\partial n(\mathbf r)}{\partial\mu}\right)_v=-\left(\frac{\delta N}{\delta v(\mathbf r)}\right)_\mu .\tag{5}$$

The minus sign comes from the $-N\,d\mu$ in (2): where $s(\mathbf r)>0$, as at all three sites of the example, raising the potential at $\mathbf r$ sends electrons to the reservoir. In general only the integral of $s$ is guaranteed to be positive. The chain rule at fixed $v$ gives $s=(\partial n/\partial N)(\partial N/\partial\mu)=Sf$.

Both sets follow from one kernel,

$$s(\mathbf r,\mathbf r')=-\frac{\delta n(\mathbf r)}{\delta u(\mathbf r')}=-\frac{\delta^2\Omega}{\delta u(\mathbf r)\,\delta u(\mathbf r')},$$

symmetric because it is a second derivative. A general change obeys

$$\delta n(\mathbf r)=-\int s(\mathbf r,\mathbf r')\,\delta v(\mathbf r')\,d\mathbf r'+\delta\mu\int s(\mathbf r,\mathbf r')\,d\mathbf r' .\tag{6}$$

With $\delta v=0$ this shows $\int s(\mathbf r,\mathbf r')d\mathbf r'=s(\mathbf r)$, and a second integration gives $\int s=S$. To hold $N$ fixed, integrate (6) over $\mathbf r$ and set the result to zero. By symmetry $\int s(\mathbf r,\mathbf r')d\mathbf r=s(\mathbf r')$, so

$$0=-\int s\,\delta v+S\,\delta\mu\quad\Rightarrow\quad\delta\mu=\int\frac{s}{S}\,\delta v=\int f\,\delta v,$$

in agreement with (4). Putting this $\delta\mu$ back into (6),

$$\left(\frac{\delta n(\mathbf r)}{\delta v(\mathbf r')}\right)_N=-s(\mathbf r,\mathbf r')+\frac{s(\mathbf r)s(\mathbf r')}{S}.\tag{7}$$

The second term is the charge that the reservoir would have removed, put back with the distribution $f$.

*Limit: a uniform shift.* If $\delta v=c$ everywhere at fixed $N$, then $\delta\mu=c\int f=c$. Integrating (7) over $\mathbf r'$ gives $-s(\mathbf r)+s(\mathbf r)=0$, so the density does not move, as it must not.

*Numbers.* Changing $N$ at fixed $v$, and separately changing each $v_i$ at fixed $N$, both give $f=(0.265,0.341,0.394)$. This is a slope at $N=2.4$; going from $N=2.4$ to $3.4$ changes the densities by $(0.395,0.264,0.341)$, with the largest share on the first site. The softness is $S=0.5426$ eV$^{-1}$; the number variance divided by $kT$ gives $0.27129/0.5=0.5426$ eV$^{-1}$. For the first diagonal element of (7), $s_{11}=0.1525$ and $s_1=0.1438$ eV$^{-1}$, so

$$-0.1525+\frac{0.1438^2}{0.5426}=-0.1144\ \text{eV}^{-1},$$

as found by direct differentiation at fixed average $N$. The distinction from a closed system is not small at this temperature: at $N=2$ the same element is $-0.111$ eV$^{-1}$ at fixed average number and $-0.086$ eV$^{-1}$ with exactly two electrons. For a finite change, raising $v_1$ by 0.1 eV should raise $\mu$ by $0.265\times0.1=0.0265$ eV. The full calculation gives 0.0263 eV; the linear estimate is high by about 0.8% of the full change.

## Controlling the density: $F[n]$

Remove the potential term from $E$:

$$F=E-\int nv=\Omega+\mu N-\int nv=\Omega[u]-\int nu .$$

It equals $\mathrm{Tr}\,\Gamma_u(H_0+kT\ln\Gamma_u)$, the internal part of the free energy. Rearranging (1), for any trial potential $w$,

$$\Omega[w]-\int w\,n\ \le\ \Omega[u]-\int u\,n=F[n].$$

So $F[n]$ is the maximum of the left side over $w$, attained at one potential. The density therefore fixes $u$, but not $v$ and $\mu$ separately. Varying,

$$\delta F=\int n\,\delta u-\int n\,\delta u-\int u\,\delta n=-\int u\,\delta n,\qquad\frac{\delta F}{\delta n(\mathbf r)}=\mu-v(\mathbf r).\tag{8}$$

$N$ is no longer an extra variable, since $n$ already determines it. The Maxwell relation is the symmetry of the hardness kernel

$$\eta(\mathbf r,\mathbf r')=\frac{\delta^2F}{\delta n(\mathbf r)\,\delta n(\mathbf r')}=-\frac{\delta u(\mathbf r)}{\delta n(\mathbf r')} .$$

By its definition it is the inverse of $s(\mathbf r,\mathbf r')$, provided that kernel has no zero eigenvalue. I assume this; in the example all its eigenvalues are tested to be positive. Since $s(\mathbf r,\mathbf r')$ turns the constant 1 into $s(\mathbf r)$, the inverse turns $s(\mathbf r)$ into 1. Dividing by $S$,

$$\int\eta(\mathbf r,\mathbf r')f(\mathbf r')\,d\mathbf r'=\frac1S=\eta\quad\text{for every }\mathbf r .\tag{9}$$

Adding charge in the proportions $f$ raises the local resistance equally everywhere, which is why $v$ can stay unchanged.

*Numbers.* The first row of the hardness kernel gives

$$6.656\times0.265+0.514\times0.341-0.243\times0.394=1.843\ \text{eV},$$

the other two rows give the same value, and so does $\partial\mu/\partial N$.

*Limit: one level.* Then $f=1$, the kernel is a single number, and $d^2F/dN^2=kT/[N(1-N)]$ is again the hardness.

## Separating number from shape

To keep number as a variable while prescribing the distribution, write $n=N\sigma$ with $\int\sigma=1$. Then $\delta n=\sigma\,dN+N\,\delta\sigma$ with $\int\delta\sigma=0$, and (8) becomes

$$dF=\int(\mu-v)(\sigma\,dN+N\,\delta\sigma)=m\,dN-N\int v\,\delta\sigma,\tag{10}$$

$$m=\left(\frac{\partial F}{\partial N}\right)_\sigma=\mu-\langle v\rangle,\qquad\langle v\rangle=\int\sigma v .$$

The term $N\mu\int\delta\sigma$ has dropped out. For the same reason the shape derivative is $-Nv(\mathbf r)$ up to a constant. To avoid that ambiguity, move the shape along a direction $d(\mathbf r)$ with $\int d=0$, so that $\delta\sigma=d\,d\lambda$. The Maxwell relation of (10) is

$$\left(\frac{\partial m}{\partial\lambda}\right)_N=-\left(\frac{\partial}{\partial N}\Big[N\int vd\Big]\right)_\sigma .\tag{11}$$

Check it with the kernel. Write $\iint a\,\eta\,b$ for the double integral of $a(\mathbf r)\eta(\mathbf r,\mathbf r')b(\mathbf r')$. Because $\int d=0$, $\int vd=\int ud$, and at fixed shape $\partial u/\partial N=-\int\eta(\mathbf r,\mathbf r')\sigma(\mathbf r')d\mathbf r'$. The right side of (11) is therefore $-\int vd+N\iint d\,\eta\,\sigma$. On the left, $m=-\int\sigma u$, whose $\lambda$-derivative is $-\int ud+N\iint\sigma\,\eta\,d$. The two agree by symmetry.

The hardness at fixed shape follows likewise:

$$\kappa=\left(\frac{\partial m}{\partial N}\right)_\sigma=\iint\sigma\,\eta\,\sigma .$$

Compare it with $\eta$. Set $\sigma=f+h$ with $\int h=0$. By (9), $\iint f\,\eta\,f=\eta\int f=\eta$, and the cross term is $2\eta\int h=0$. Hence

$$\kappa=\eta+\iint h\,\eta\,h\ \ge\ \eta .$$

The last term cannot be negative: $s(\mathbf r,\mathbf r')$ is minus the second derivative of the concave $\Omega$ and has no zero eigenvalue, so it and its inverse are positive definite. Adding charge without letting it choose its place costs at least as much curvature. Equality holds when $\sigma=f$, as for one level.

*Numbers.* Here $\sigma=(0.425,0.258,0.317)$, $\langle v\rangle=-0.267$ eV and $m=1.625+0.267=1.892$ eV. The two hardnesses are $\eta=1.843$ eV and $\kappa=2.070$ eV. Moving shape from site 2 to site 1, $d=(1,-1,0)$, both sides of (11) give 4.269 eV.

## The fourth representation: $R[m,\sigma]$

Since $\kappa>0$, $N$ can be exchanged locally for $m$. Define $R=F-Nm$. From (10),

$$dR=-N\,dm-N\int v\,\delta\sigma .\tag{12}$$

Its derivatives give $(\partial N/\partial m)_\sigma=1/\kappa$ and the Maxwell relation

$$\left(\frac{\partial N}{\partial\lambda}\right)_m=\left(\frac{\partial}{\partial m}\Big[N\int vd\Big]\right)_\sigma .\tag{13}$$

In value, $R=F+N\int\sigma u=F+\int nu=\Omega$. The number is the same; what differs is the set of variables in which it is expressed, and therefore what its derivatives mean.

The natural derivatives are now:

| Function | Natural derivatives |
|---|---|
| $E[N,v]$ | $\mu,\ n$ |
| $\Omega[\mu,v]$ | $-N,\ n$ |
| $F[n]$ | $\mu-v$ |
| $R[m,\sigma]$ | $-N,\ -Nv$ (up to a constant) |

One could write this representation as $R[\mu,\sigma]$. That is correct if $\mu$ is measured from $\langle v\rangle$, for then $\mu=m$. Suppose instead that the zero of $v$ is pinned in another way, for example by holding $v$ fixed at one point. At fixed shape, with $(\partial\mu/\partial N)_\sigma\ne0$,

$$d(F-N\mu)=m\,dN-\mu\,dN-N\,d\mu=-\langle v\rangle\,dN-N\,d\mu,$$

$$\left(\frac{\partial(F-N\mu)}{\partial\mu}\right)_\sigma=-N-\langle v\rangle\left(\frac{\partial N}{\partial\mu}\right)_\sigma .\tag{14}$$

This is the warning from the single level, in general form.

There is another consistent choice, $R'[\mu,n]=F[n]-\mu\int n$. By (8), $dR'=-N\,d\mu-\int v\,\delta n$. Its mixed Maxwell relation is $(\partial v(\mathbf r)/\partial\mu)_n=\delta N/\delta n(\mathbf r)=1$: at fixed density, potential and chemical potential shift together. That expresses the free zero of energy and contains no response of the material.

*Numbers.* $R=-1.360-2.4\times1.892=-5.901$ eV, which is $\Omega$ within rounding. Both sides of (13) give $-2.062$ for $d=(1,-1,0)$. This also equals $-(\partial m/\partial\lambda)_N/\kappa=-4.269/2.070$, as holding $m$ constant requires. With $v_3$ pinned at 0.5 eV, $(\partial N/\partial\mu)_\sigma=0.706$ eV$^{-1}$, and (14) gives

$$-2.4+0.267\times0.706=-2.211,$$

which numerical differentiation confirms. The slope is not $-N$.

## Where smoothness ends

The derivation needs smooth functions, which $T>0$ provides. Let $T\to0$ with $N=M+x$ and $0<x<1$, and suppose the ground states with $M$ and $M+1$ electrons are the ones that remain populated. Their total probabilities are $1-x$ and $x$, so the number variance is $(1-x)x^2+x(1-x)^2=x(1-x)$ and

$$\eta\to\frac{kT}{x(1-x)}\to0,$$

the single-level law with $x$ in place of $N$. If the ground levels have degeneracies $g_M$ and $g_{M+1}$, the ratio of Boltzmann weights is

$$\frac{x}{1-x}=\frac{g_{M+1}}{g_M}\,e^{-(E_{M+1}-E_M-\mu)/kT},$$

$$\mu=E_{M+1}-E_M+kT\ln\frac{x\,g_M}{(1-x)\,g_{M+1}} .$$

Thus $E$ becomes a straight line between integers, with slope $E_{M+1}-E_M$. At an integer the slopes on the two sides generally differ, $\mu$ and $f$ have separate left and right values, and $\eta$ as an ordinary derivative does not exist.

In the example at $kT=0.01$ eV, $x=0.4$ and $\eta=0.01/0.24=0.0417$ eV, as computed directly. The energy step from two to three electrons is 1.847 eV and $\mu=1.836$ eV. The difference of $-0.011$ eV matches $kT\ln(1/3)$, the value for a single two-electron ground state and a doubly degenerate three-electron one. The neighbouring steps, $-0.221$ and 3.987 eV, lie more than 2 eV from $\mu$, which justifies keeping two charge states.

The numerical check differentiates each representation in its own variables and compares both sides of relations (4), (5), (11) and (13) for this model. It supports the algebra, while the general statements rest on the derivations and their assumptions.

## Numbers as computed

```
hopping, on-site and neighbour repulsion: 1.00000 4.00000 1.00000 eV
kT: 0.50000 eV
site potentials v: -1.00000 0.00000 0.50000 eV
electron number N: 2.40000
chemical potential mu: 1.62471 eV
electronegativity -mu: -1.62471 eV
site densities n: 1.02107 0.61829 0.76064
shape sigma: 0.42544 0.25762 0.31693
shape-averaged potential <v>: -0.26698 eV
m = mu - <v>: 1.89169 eV
E: -2.00095 eV
Omega: -5.90025 eV
F: -1.36020 eV
R (from its own variables): -5.90025 eV
dE/dN at fixed v: 1.62471 eV
dOmega/dmu at fixed v: -2.40000
dF/dn_i: 2.62471 1.62471 1.12471 eV
mu - v_i: 2.62471 1.62471 1.12471 eV
dR/dm at fixed sigma: -2.40000
hardness eta: 1.84302 eV
softness S: 0.54259 1/eV
number variance: 0.27129
Fukui: dn_i/dN at fixed v: 0.26497 0.34076 0.39427
Fukui: dmu/dv_i at fixed N: 0.26497 0.34076 0.39427
local softness: dn_i/dmu at fixed v: 0.14377 0.18489 0.21393 1/eV
local softness: -dN/dv_i at fixed mu: 0.14377 0.18489 0.21393 1/eV
softness kernel row 1: 0.15248 -0.02235 0.01364 1/eV
softness kernel row 2: -0.02235 0.26301 -0.05577 1/eV
softness kernel row 3: 0.01364 -0.05577 0.25605 1/eV
response at fixed N row 1: -0.11438 0.07134 0.04304 1/eV
response at fixed N row 2: 0.07134 -0.20001 0.12867 1/eV
response at fixed N row 3: 0.04304 0.12867 -0.17171 1/eV
hardness kernel row 1: 6.65550 0.51407 -0.24264 eV
hardness kernel row 2: 0.51407 4.02593 0.84951 eV
hardness kernel row 3: -0.24264 0.84951 4.10338 eV
hardness kernel times Fukui: 1.84302 1.84302 1.84302 eV
fixed-shape hardness kappa: 2.07001 eV
dN/dm at fixed sigma: 0.48309 1/eV
tangent directions: d1 = (1,-1,0), d2 = (0,1,-1)
N v.d for d1, d2: -2.40000 -1.20000 eV
dm/dlambda at fixed N, d1 d2: 4.26874 0.76156 eV
-d(N v.d)/dN at fixed sigma, d1 d2: 4.26874 0.76156 eV
their mismatch at steps 0.002 and 0.0002: 2.2e-06 2.5e-10 eV
dN/dlambda at fixed m, d1 d2: -2.06218 -0.36790
d(N v.d)/dm at fixed sigma, d1 d2: -2.06218 -0.36790
pinned zero: dN/dmu at fixed sigma: 0.70615 1/eV
pinned zero: slope of F - N mu: -2.21147
pinned zero: slope from formula: -2.21147
change of v_1: 0.10000 eV
change of mu, linear and full: 0.02650 0.02629 eV
low kT: 0.01000 eV
low-kT number variance: 0.24000
low-kT hardness, computed and limit law: 0.04167 0.04167 eV
low-kT mu: 1.83557 eV
ground energies for 1, 2, 3, 4 electrons: -1.75941 -1.97999 -0.13343 3.85405 eV
ground-energy step from 2 to 3 electrons: 1.84656 eV
```
